# Dirac spin sums, squared amplitudes as traces, and Mott scattering, part 1

(Sections cited here and not found follow in the second part.)

## 1. A detector that cannot see spin

An electron of momentum \(\mathbf p\) passes an atomic nucleus and leaves with momentum \(\mathbf p'\). To first order in the electrostatic potential, the amplitude is the Fourier transform of the potential times a number built from the two Dirac spinors, \(u'^\dagger u\). The incoming electron has two spin states and so has the outgoing one, which makes four such numbers. An ordinary source prepares no particular spin and an ordinary detector records none, so the counting rate involves the sum of the four squared moduli. That sum cannot depend on the spin axis chosen to label the states, and there should be a way to compute it without choosing one. The tool is a closed formula for \(\sum_s u_s\bar u_s\).

The algebra is in atomic units, \(\hbar=m_e=e=1\), \(c=1/\alpha\), with \(c\) kept. The abbreviations are \(M=mc\), \(x^\mu=(ct,\mathbf r)\) and \(p^\mu=(p^0,\mathbf p)\) with \(p^0=E/c=+\sqrt{\mathbf p^2+M^2}\). The metric is \(g=\mathrm{diag}(+,-,-,-)\), so \(p\cdot p=M^2\), which is the mass-shell condition. In the Dirac representation, with \(2\times2\) blocks,
\[
\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
\gamma^i=\begin{pmatrix}0&\sigma_i\\-\sigma_i&0\end{pmatrix},\qquad
\not p=\gamma^0p^0-\boldsymbol\gamma\cdot\mathbf p=\begin{pmatrix}p^0&-\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&-p^0\end{pmatrix}. \tag{1}
\]
Block multiplication gives \((\gamma^0)^2=1\), \(\gamma^0\gamma^i=-\gamma^i\gamma^0\) and \(\gamma^i\gamma^j=-\mathrm{diag}(\sigma_i\sigma_j,\sigma_i\sigma_j)\). Since \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\), these combine into the first relation below. The second holds because \(\gamma^0\) is Hermitian, while \(\gamma^i\) is anti-Hermitian and anticommutes with \(\gamma^0\):
\[
\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu},\qquad \gamma^{\mu\dagger}=\gamma^0\gamma^\mu\gamma^0. \tag{2}
\]
In \(\not p\not p=p_\mu p_\nu\gamma^\mu\gamma^\nu\) the factor \(p_\mu p_\nu\) is symmetric and keeps only half the anticommutator, so \(\not p^2=p\cdot p=M^2\) on shell.

The free Dirac equation \((i\gamma^\mu\partial_\mu-M)\psi=0\) has plane-wave solutions \(u\,e^{-ip\cdot x}\) and \(v\,e^{+ip\cdot x}\), both written with \(p^0>0\). The derivative brings down \(-ip_\mu\) or \(+ip_\mu\), so
\[
(\not p-M)u=0,\qquad (\not p+M)v=0. \tag{3}
\]
The adjoint spinor is \(\bar u=u^\dagger\gamma^0\). It is the natural partner of \(u\) because \(\not p^\dagger=\gamma^0\not p\gamma^0\) by (2), so the Hermitian conjugate of (3), multiplied on the right by \(\gamma^0\), reads \(\bar u(\not p-M)=0\).

The claim is that, for \(p\) on shell and for pairs of solutions normalised by \(u_r^\dagger u_s=v_r^\dagger v_s=2p^0\delta_{rs}\),
\[
\sum_{s=1,2}u_s\bar u_s=\not p+M,\qquad \sum_{s=1,2}v_s\bar v_s=\not p-M. \tag{4}
\]
In units with \(c=1\) the right-hand sides are \(\not p\pm m\). Here \(u_s\bar u_s\) is a column times a row, a \(4\times4\) matrix, and \(M\) stands for \(M\) times the unit matrix.

## 2. The simplest case: two components, then a particle at rest

Take two-component spinors \(\chi_1,\chi_2\) with \(\chi_r^\dagger\chi_s=\delta_{rs}\). They form a basis, so any \(\xi\) equals \(\sum_s\chi_s(\chi_s^\dagger\xi)\). As this holds for every \(\xi\),
\[
\sum_s\chi_s\chi_s^\dagger=1. \tag{5}
\]
For an amplitude \(\chi'^\dagger_{s'}A\chi_s\), with \(A\) a \(2\times2\) matrix, the complex conjugate is \(\chi_s^\dagger A^\dagger\chi'_{s'}\). Applying (5) to the sum over \(s\) gives
\[
\sum_{s,s'}\chi'^\dagger_{s'}A\chi_s\,\chi_s^\dagger A^\dagger\chi'_{s'}=\sum_{s'}\chi'^\dagger_{s'}AA^\dagger\chi'_{s'}=\mathrm{tr}\,(AA^\dagger),
\]
because the sum of diagonal elements in an orthonormal basis is the trace. The relativistic result has the same structure, with (4) in place of (5).

For a massive Dirac particle at rest, \(\not p=M\gamma^0\), and (3) says \(\gamma^0u=u\), \(\gamma^0v=-v\). With \(2p^0=2M\) the normalised solutions are \(u_s=\sqrt{2M}\,(\chi_s,0)^T\) and \(v_s=\sqrt{2M}\,(0,\eta_s)^T\), where \(\eta_s\) is another orthonormal pair. The adjoint rows are \(\bar u_s=\sqrt{2M}\,(\chi_s^\dagger,0)\) and \(\bar v_s=-\sqrt{2M}\,(0,\eta_s^\dagger)\), the minus sign coming from the lower block of \(\gamma^0\). By (5),
\[
\sum_su_s\bar u_s=2M\begin{pmatrix}1&0\\0&0\end{pmatrix}=M\gamma^0+M,\qquad
\sum_sv_s\bar v_s=-2M\begin{pmatrix}0&0\\0&1\end{pmatrix}=M\gamma^0-M.
\]
This is (4) at rest. Each sum covers only half of the four-dimensional spinor space, so neither one is proportional to the unit matrix.

## 3. A moving particle

Write \(u=(\phi,\xi)^T\) and set \(n=p^0+M\), which is positive unless both \(M\) and \(\mathbf p\) vanish. From \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\) follows \((\boldsymbol\sigma\cdot\mathbf p)^2=\mathbf p^2\), and on shell
\[
\mathbf p^2=(p^0-M)(p^0+M),\qquad\text{so}\qquad \mathbf p^2/n=p^0-M. \tag{6}
\]
With (1), the first equation of (3) has the two rows \((p^0-M)\phi=\boldsymbol\sigma\cdot\mathbf p\,\xi\) and \(\boldsymbol\sigma\cdot\mathbf p\,\phi=n\,\xi\). The second fixes \(\xi=\boldsymbol\sigma\cdot\mathbf p\,\phi/n\), and the first then reads \((p^0-M)\phi=\mathbf p^2\phi/n\), true for any \(\phi\) by (6). The solutions are labelled by a free two-component \(\phi\) and form a two-dimensional space. For \(v=(\phi,\xi)^T\) the rows are \(n\,\phi=\boldsymbol\sigma\cdot\mathbf p\,\xi\) and \(\boldsymbol\sigma\cdot\mathbf p\,\phi=(p^0-M)\xi\); the first fixes \(\phi\), the second follows from (6), and \(\xi\) is free. Pulling out a factor \(\sqrt n\), every solution has the form
\[
u=\sqrt n\begin{pmatrix}\chi\\ \boldsymbol\sigma\cdot\mathbf p\,\chi/n\end{pmatrix},\qquad
v=\sqrt n\begin{pmatrix}\boldsymbol\sigma\cdot\mathbf p\,\eta/n\\ \eta\end{pmatrix}. \tag{7}
\]

The norms follow from (6) and the Hermiticity of \(\boldsymbol\sigma\cdot\mathbf p\):
\[
u_r^\dagger u_s=\Big(n+\frac{\mathbf p^2}{n}\Big)\chi_r^\dagger\chi_s=2p^0\chi_r^\dagger\chi_s,\qquad
\bar u_ru_s=\Big(n-\frac{\mathbf p^2}{n}\Big)\chi_r^\dagger\chi_s=2M\chi_r^\dagger\chi_s .
\]
The condition \(u_r^\dagger u_s=2p^0\delta_{rs}\) is therefore the same as orthonormality of the \(\chi_s\), and (5) applies to every admissible pair. For \(v\) the large block is the lower one, so \(v_r^\dagger v_s=2p^0\eta_r^\dagger\eta_s\) while \(\bar v_rv_s=(\mathbf p^2/n-n)\eta_r^\dagger\eta_s=-2M\eta_r^\dagger\eta_s\). The mixed product is \(\bar uv=\chi^\dagger\boldsymbol\sigma\cdot\mathbf p\,\eta-\chi^\dagger\boldsymbol\sigma\cdot\mathbf p\,\eta=0\), and its conjugate gives \(\bar vu=0\).

The adjoint rows are \(\bar u=\sqrt n\,(\chi^\dagger,\,-\chi^\dagger\boldsymbol\sigma\cdot\mathbf p/n)\) and \(\bar v=\sqrt n\,(\eta^\dagger\boldsymbol\sigma\cdot\mathbf p/n,\,-\eta^\dagger)\). Each block of \(u\bar u\) contains \(\chi\chi^\dagger\) in the middle, which the sum replaces by 1:
\[
\sum_su_s\bar u_s=\begin{pmatrix}n&-\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&-\mathbf p^2/n\end{pmatrix}
=\begin{pmatrix}p^0+M&-\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&-p^0+M\end{pmatrix}=\not p+M,
\]
\[
\sum_sv_s\bar v_s=\begin{pmatrix}\mathbf p^2/n&-\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&-n\end{pmatrix}
=\begin{pmatrix}p^0-M&-\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&-p^0-M\end{pmatrix}=\not p-M,
\]
where (6) gave the middle forms and (1) the last. This proves (4).

**Limits.** At \(\mathbf p=0\) the off-diagonal blocks vanish and section 2 returns. At \(M=0\), \(\mathbf p\neq0\), nothing in the proof is singular, since \(n=|\mathbf p|\); both sums equal \(\not p\), and \(\bar uu=0\). A trace check holds for all \(p\): \(\mathrm{Tr}\sum_su_s\bar u_s=\sum_s\bar u_su_s=4M\), and \(\mathrm{Tr}(\not p+M)=4M\) because (1) is traceless. For \(v\) both sides are \(-4M\).

## 4. Where the mass shell enters

The same proof in operator form isolates the role of \(p\cdot p=M^2\) and yields an identity needed later. Acting with the blocks of (1) shows that (7) is \(u_s=(\not p+M)w_s/\sqrt n\) with \(w_s=(\chi_s,0)^T\), and \(v_s=(M-\not p)w'_s/\sqrt n\) with \(w'_s=(0,\eta_s)^T\). From \(\not p^\dagger\gamma^0=\gamma^0\not p\) and \(w_s^\dagger\gamma^0=w_s^\dagger\) comes \(\bar u_s=w_s^\dagger(\not p+M)/\sqrt n\). Since \(\sum_sw_sw_s^\dagger=\tfrac12(1+\gamma^0)\),
\[
n\sum_su_s\bar u_s=\tfrac12(\not p+M)^2+\tfrac12(\not p+M)\gamma^0(\not p+M).
\]
Let \(p\cdot p\) be arbitrary for the moment. The first term uses \((\not p+M)^2=p\cdot p+2M\not p+M^2=2M(\not p+M)+(p\cdot p-M^2)\). For the second, (2) contracted with \(p_\nu\) gives \(\gamma^0\not p=2p^0-\not p\gamma^0\), hence \(\gamma^0(\not p+M)=2p^0-(\not p-M)\gamma^0\), and
\[
(\not p+M)\gamma^0(\not p+M)=2p^0(\not p+M)-(p\cdot p-M^2)\gamma^0. \tag{8}
\]
Adding the halves,
\[
n\sum_su_s\bar u_s=(p^0+M)(\not p+M)+\tfrac12(p\cdot p-M^2)(1-\gamma^0).
\]
On shell the last term vanishes and the first relation of (4) follows. Off shell it does not, and there (3) has no solution at all, since multiplying it by \(\not p+M\) gives \((p\cdot p-M^2)u=0\).

For \(v\), now on shell, \(w'^\dagger_s\gamma^0=-w'^\dagger_s\) and \(\sum_sw'_sw'^\dagger_s=\tfrac12(1-\gamma^0)\), so \(n\sum_sv_s\bar v_s=-\tfrac12(M-\not p)(1-\gamma^0)(M-\not p)\). Here \((M-\not p)^2=2M(M-\not p)\). Also \(\gamma^0(M-\not p)=(M+\not p)\gamma^0-2p^0\), and \((M-\not p)(M+\not p)=0\), so \((M-\not p)\gamma^0(M-\not p)=-2p^0(M-\not p)\). The total is \(-\tfrac12(2M+2p^0)(M-\not p)=n(\not p-M)\).

## 5. What the result depends on, and what it does not

**Spin basis.** Let \(u'_s=\sum_ru_rC_{rs}\) for a \(2\times2\) matrix \(C\). Then \(\sum_su'_s\bar u'_s=\sum_{r,t}u_r(CC^\dagger)_{rt}\bar u_t\). Multiplying on the left by \(u_a^\dagger\) and on the right by \(\gamma^0u_b\) turns this into \((2p^0)^2(CC^\dagger)_{ab}\), so the sum is unchanged if and only if \(CC^\dagger=1\). Spin along any axis, or helicity, will do; two states that are normalised but not orthogonal will not.

**Normalisation.** Rescaling each spinor by \(\lambda\) multiplies the sum by \(|\lambda|^2\). The convention \(\bar uu=1\) gives \((\not p+M)/2M\) and has no massless limit; the convention \(u^\dagger u=1\) gives \((\not p+M)/2p^0\).

**Representation.** A proof that uses only (2) shows that the blocks were a convenience. Multiply \((\not p-M)u=0\) by \(\gamma^0\) and define \(\alpha^i=\gamma^0\gamma^i\). The result is \(H(\mathbf p)u=p^0u\) with \(H(\mathbf p)=\boldsymbol\alpha\cdot\mathbf p+M\gamma^0\), the Dirac Hamiltonian divided by \(c\). By (2), \(\alpha^{i\dagger}=\gamma^{i\dagger}\gamma^0=\gamma^0\gamma^i\), so \(H\) is Hermitian. Also \(\alpha^i\alpha^j=-\gamma^i\gamma^j\), so that \(\{\alpha^i,\alpha^j\}=2\delta^{ij}\), and \(\{\alpha^i,\gamma^0\}=0\); hence \(H^2=\mathbf p^2+M^2=(p^0)^2\). The eigenvalues are \(\pm p^0\), each twice because \(\mathrm{Tr}H=0\) (section 8 proves the traces involved), and \(\tfrac12(1\pm H/p^0)\) are the orthogonal projectors on the two eigenspaces. The vectors \(u_s/\sqrt{2p^0}\) are an orthonormal basis of the upper eigenspace, and the sum of their outer products is its projector:
\[
\sum_su_su_s^\dagger=p^0+H(\mathbf p). \tag{9}
\]
Multiplying on the right by \(\gamma^0\), with \(\gamma^0\gamma^i\gamma^0=-\gamma^i\), gives \(p^0\gamma^0-\boldsymbol\gamma\cdot\mathbf p+M=\not p+M\). For \(v\), the same multiplication of \((\not p+M)v=0\) gives \(H(-\mathbf p)v=-p^0v\): the spinor \(v(\mathbf p)\) is a negative-energy state of momentum \(-\mathbf p\). Then \(\sum_sv_sv_s^\dagger=p^0-H(-\mathbf p)=p^0+\boldsymbol\alpha\cdot\mathbf p-M\gamma^0\), and multiplication by \(\gamma^0\) gives \(\not p-M\). The numerical check obtains its spinors this way, by numerical diagonalisation of \(H\), and tests (4) and the norms in the Dirac, chiral and a randomly rotated representation, with and without mass. It also tests that (4) fails for a non-orthogonal pair, and symbolically that it holds on shell and fails off shell.

**The word completeness.** Subtracting the two relations in (4) gives the relation below. For \(M>0\) it states that the four spinors span spinor space, since applying it to any spinor and dividing by \(2M\) writes that spinor as a combination of them:
\[
\sum_s\big(u_s\bar u_s-v_s\bar v_s\big)=2M .
\]
For \(M>0\), the matrices \(\Lambda_\pm=(M\pm\not p)/2M\) satisfy \(\Lambda_\pm^2=\Lambda_\pm\), \(\Lambda_+\Lambda_-=0\) and \(\Lambda_++\Lambda_-=1\) by the identities of section 4. Each has trace 2 and projects on a two-dimensional space. At \(M=0\) they do not exist: \(u(\mathbf p)\) and \(v(\mathbf p)\) then obey the same equation \(\not pw=0\) and span the same plane. A form that survives the limit follows from (9) and its partner at reversed momentum, \(\sum_s[u_s(\mathbf p)u_s^\dagger(\mathbf p)+v_s(-\mathbf p)v_s^\dagger(-\mathbf p)]=2p^0\).

## 6. From a squared chain to a trace

A chain is the number \(\bar u'\Gamma u\), with \(u=u_s(p)\) of mass \(M\), \(u'=u_{s'}(p')\) of mass \(M'\), and \(\Gamma\) any \(4\times4\) matrix. The complex conjugate of a number is its Hermitian conjugate as a \(1\times1\) matrix, which reverses the order of factors:
\[
(\bar u'\Gamma u)^*=(u'^\dagger\gamma^0\Gamma u)^\dagger=u^\dagger\Gamma^\dagger\gamma^0u'=u^\dagger\gamma^0\,\gamma^0\Gamma^\dagger\gamma^0\,u'=\bar u\,\bar\Gamma\,u',\qquad \bar\Gamma\equiv\gamma^0\Gamma^\dagger\gamma^0, \tag{10}
\]
where \((\gamma^0)^2=1\) was inserted to rebuild \(\bar u\).

The bar has simple rules. From (2), \(\overline{\gamma^\mu}=\gamma^0\gamma^0\gamma^\mu\gamma^0\gamma^0=\gamma^\mu\). For a product, \(\overline{AB}=\gamma^0B^\dagger\gamma^0\gamma^0A^\dagger\gamma^0=\bar B\bar A\), and a numerical factor is complex-conjugated. For \(\gamma^5=i\gamma^0\gamma^1\gamma^2\gamma^3\) this gives \(-i\gamma^3\gamma^2\gamma^1\gamma^0\); restoring the order takes six exchanges of anticommuting matrices, an even number, so \(\overline{\gamma^5}=-\gamma^5\). A given \(\gamma^\mu\) commutes with itself and anticommutes with the other three factors of \(\gamma^5\), so \(\gamma^5\gamma^\mu=-\gamma^\mu\gamma^5\), and \(\overline{\gamma^\mu\gamma^5}=-\gamma^5\gamma^\mu=\gamma^\mu\gamma^5\).

Now take the product of one chain with the conjugate of another, the case \(\Gamma_1=\Gamma_2\) being a squared modulus and \(\Gamma_1\neq\Gamma_2\) an interference term. With spinor indices \(a,b,d,e=1,\dots,4\) summed when repeated,
\[
(\bar u'\Gamma_1u)(\bar u'\Gamma_2u)^*=\bar u'_a(\Gamma_1)_{ab}u_b\;\bar u_d(\bar\Gamma_2)_{de}u'_e .
\]
Every factor is an ordinary number, so \(u'_e\) may be moved to the front. The sum over \(s\) acts on \(u_b\bar u_d\) alone and gives \((\not p+M)_{bd}\); the sum over \(s'\) acts on \(u'_e\bar u'_a\) and gives \((\not p'+M')_{ea}\). This step assumes that \(\Gamma_1,\Gamma_2\) do not depend on \(s\) or \(s'\). The indices run \(e\to a\to b\to d\to e\), a closed matrix product:
\[
\sum_{s,s'}(\bar u'\Gamma_1u)(\bar u'\Gamma_2u)^*=\mathrm{Tr}\big[(\not p'+M')\,\Gamma_1\,(\not p+M)\,\bar\Gamma_2\big]. \tag{11}
\]
If either spinor is a \(v\), steps (10) and (11) go through unchanged except that the second relation of (4) is used, which flips the sign of that mass.

**Limits.** Put \(p'=p\), \(M'=M\). For \(\Gamma_1=\Gamma_2=1\) the chains are \(2M\delta_{ss'}\) and the direct sum is \(2(2M)^2=8M^2\); the trace is \(\mathrm{Tr}(\not p+M)^2=2M\,\mathrm{Tr}(\not p+M)=8M^2\). For \(\Gamma_1=\Gamma_2=\gamma^0\) the chains are \(u_{s'}^\dagger u_s=2p^0\delta_{ss'}\) with direct sum \(8(p^0)^2\); by (8) the trace is \(2p^0\,\mathrm{Tr}[(\not p+M)\gamma^0]=2p^0\cdot4p^0\), where the blocks of (1) give the last trace. The bar cannot be replaced by a dagger: for \(\Gamma=\gamma^i\) one has \(\Gamma^\dagger=-\bar\Gamma\), and a sum of squared moduli would come out with the wrong sign. The program tests (11) with random complex \(\Gamma_1,\Gamma_2\), unequal masses and all four \(u,v\) combinations, and tests that the dagger version disagrees.

The spin sums (4) are now proved for free Dirac spinors, and the spin-summed product of two chains is reduced to the trace (11). What remains is to average over the initial spins, evaluate the trace, and apply it to an electron scattered by a nucleus.
